# Why growth-axis spins in a symmetric (110) well escape D'yakonov-Perel relaxation

**Question.** In a zinc-blende semiconductor the Dresselhaus spin-orbit field makes moving electron spins precess, and random scattering turns that precession into spin relaxation. Why does this mechanism spare spins along the growth axis of a symmetric (110) quantum well, and what then limits their lifetime?

**Answer.**

## The mechanism

An electron with wave vector \(\mathbf k\) precesses about an effective field \(\boldsymbol\Omega(\mathbf k)\). Each collision changes \(\mathbf k\), and with it the precession axis or rate. A spin thus makes a random walk of small rotations, which is D'yakonov-Perel relaxation. A spin parallel to the field does not rotate. If the fields for all \(\mathbf k\) share one line, a spin along that line is preserved however often the electron scatters, provided collisions conserve spin.

In a symmetric (110) well the common line is the growth axis. The in-plane components of the Dresselhaus field are odd in the momentum along growth, and confinement averages them to zero. The growth-axis component is even in that momentum and survives.

## Rotating the bulk field

In cubic axes the Dresselhaus Hamiltonian is

\[
H_D=\gamma\,\boldsymbol\sigma\cdot\boldsymbol\kappa=\frac{\hbar}{2}\boldsymbol\sigma\cdot\boldsymbol\Omega,\qquad \boldsymbol\Omega=\frac{2\gamma}{\hbar}\boldsymbol\kappa,
\]
\[
\kappa_x=k_x(k_y^2-k_z^2),\quad \kappa_y=k_y(k_z^2-k_x^2),\quad \kappa_z=k_z(k_x^2-k_y^2).
\]

Take the right-handed well axes \(X=[\bar110]\), \(Y=[001]\), \(Z=[110]\), each normalized, with \(Z\) along growth. Then

\[
k_x=\frac{k_Z-k_X}{\sqrt2},\qquad k_y=\frac{k_Z+k_X}{\sqrt2},\qquad k_z=k_Y,
\]

and therefore

\[
k_x+k_y=\sqrt2\,k_Z,\quad k_y-k_x=\sqrt2\,k_X,\quad k_xk_y=\tfrac12(k_Z^2-k_X^2).
\]

The vector \(\boldsymbol\kappa\) rotates in the same way. Its \(Y\) component is the cubic \(z\) component:

\[
\kappa_Y=k_z(k_x-k_y)(k_x+k_y)=-2k_Xk_Yk_Z .
\]

For the other two, expand and factor:

\[
\kappa_X=\frac{\kappa_y-\kappa_x}{\sqrt2}=\frac{(k_x+k_y)(k_z^2-k_xk_y)}{\sqrt2}
=\frac{k_Z}{2}\left(k_X^2+2k_Y^2-k_Z^2\right),
\]
\[
\kappa_Z=\frac{\kappa_x+\kappa_y}{\sqrt2}=\frac{(k_y-k_x)(k_z^2+k_xk_y)}{\sqrt2}
=\frac{k_X}{2}\left(k_Z^2-k_X^2+2k_Y^2\right).
\]

Every term of \(\kappa_X\) and \(\kappa_Y\) carries an odd power of \(k_Z\), while \(\kappa_Z\) contains even powers.

## Projecting on the lowest subband

In the well \(k_Z\) becomes \(-i\,d/dZ\), while \(k_X\) and \(k_Y\) remain numbers. Let \(\varphi(Z)\) be the normalized lowest bound state without spin-orbit coupling. The confinement Hamiltonian is real and this state is non-degenerate, so \(\varphi\) can be chosen real. With \(\varphi\) and \(\varphi'\) vanishing far away,

\[
\langle k_Z\rangle=-i\int\varphi\varphi'\,dZ=-\frac i2\left[\varphi^2\right]_{-\infty}^{\infty}=0,
\]
\[
\langle k_Z^3\rangle=i\int\varphi\varphi'''\,dZ=-i\int\varphi'\varphi''\,dZ=-\frac i2\left[\varphi'^2\right]_{-\infty}^{\infty}=0 .
\]

The last step needs a continuous \(\varphi'\), which holds for the constant effective mass assumed here; \(\gamma\) is also taken constant. The even moment is \(\langle k_Z^2\rangle=\int\varphi'^2dZ>0\). Hence

\[
\Omega_X=\Omega_Y=0,\qquad
\hbar\Omega_Z=\gamma k_X\left(\langle k_Z^2\rangle-k_X^2+2k_Y^2\right).
\]

The factor \(1/2\) in \(\kappa_Z\) has cancelled the 2 in \(\boldsymbol\Omega=2\gamma\boldsymbol\kappa/\hbar\). The field reverses with \(\mathbf k\), as time reversal requires.

## What the symmetry of the well adds

The projection used a real bound state, not a symmetric one, so even in a biased well the first-order Dresselhaus field points along \(Z\). Symmetry does two other things: it forbids a Rashba field, and it controls the higher orders, in which \(\kappa_X\) and \(\kappa_Y\) couple different subbands.

Let \(P\) reverse \(Z\), and define \(M=P\sigma_Z\), the mirror operation up to a phase. Under \(M\), the operators \(k_Z\), \(\sigma_X\) and \(\sigma_Y\) change sign; \(k_X\), \(k_Y\) and \(\sigma_Z\) do not. The products \(\sigma_X\kappa_X\), \(\sigma_Y\kappa_Y\) and \(\sigma_Z\kappa_Z\) are therefore all invariant, as are the kinetic energy and a symmetric confining potential. The multi-subband Hamiltonian commutes with \(M\).

Without spin-orbit coupling, the two lowest states at a given \(\mathbf k\) are \(\varphi\uparrow\) and \(\varphi\downarrow\), with \(M=+1\) and \(M=-1\). Weak coupling dresses them but preserves these labels. The effective \(2\times2\) Hamiltonian of the pair therefore has no off-diagonal element, and so no in-plane field, at any order of subband mixing. A Rashba term \(\sigma_Xk_Y-\sigma_Yk_X\) changes sign under \(M\) and is excluded too.

A (001) well lacks this protection. There \(k_z\) is the confined momentum, and the projection gives

\[
\boldsymbol\kappa=\left(k_x(k_y^2-\langle k_z^2\rangle),\;k_y(\langle k_z^2\rangle-k_x^2),\;0\right).
\]

The field lies in the plane, and spins along growth precess.

## From the field to relaxation rates

Let \(\mathbf S_{\mathbf k}\) be the spin density at \(\mathbf k\) on a circle of constant energy, with elastic, spin-conserving collisions:

\[
\frac{d\mathbf S_{\mathbf k}}{dt}=\boldsymbol\Omega_{\mathbf k}\times\mathbf S_{\mathbf k}+\text{collisions}.
\]

The precession term for the \(Z\) component is \(\Omega_XS_Y-\Omega_YS_X\), which vanishes here. Collisions redistribute \(S_Z\) among wave vectors but conserve its sum. The mean \(S_Z\) is therefore constant, whether scattering is fast or slow.

In-plane spins sense the variation of \(\Omega_Z\) with direction. Put \(k_X=k\cos\theta\), \(k_Y=k\sin\theta\). Using \(\cos^3\theta=(3\cos\theta+\cos3\theta)/4\),

\[
k_X(2k_Y^2-k_X^2)=k^3(2\cos\theta-3\cos^3\theta)=-\frac{k^3}{4}\left(\cos\theta+3\cos3\theta\right).
\]

So \(\Omega_Z=\Omega_1\cos\theta+\Omega_3\cos3\theta\), with

\[
\hbar\Omega_1=\gamma k\left(\langle k_Z^2\rangle-\frac{k^2}{4}\right),\qquad \hbar\Omega_3=-\frac34\gamma k^3 .
\]

For \(S_+=S_X+iS_Y\), precession gives \(dS_+/dt=i\Omega_ZS_+\) plus collisions. Split \(S_+\) into its angular mean \(\bar S_+\) and a small remainder \(s\). Collisions relax the \(n\)th harmonic of \(s\) in a time \(\tau_n\). If \(|\Omega_n|\tau_n\ll1\), the remainder follows the mean:

\[
s=i\bar S_+\left(\Omega_1\tau_1\cos\theta+\Omega_3\tau_3\cos3\theta\right).
\]

Since \(\Omega_Z\) itself averages to zero, \(d\bar S_+/dt=i\langle\Omega_Zs\rangle_\theta\). Each squared cosine averages to \(1/2\), and the cross term to zero:

\[
\frac1{T_{\rm in\text{-}plane}}=\frac12\left(\Omega_1^2\tau_1+\Omega_3^2\tau_3\right).
\]

More frequent collisions lengthen this lifetime, which is motional narrowing. In a narrow well with \(\langle k_Z^2\rangle\gg k^2\), the first harmonic dominates and the rate tends to \(\gamma^2k^2\langle k_Z^2\rangle^2\tau_1/2\hbar^2\).

For isotropic scattering with one time \(\tau\) and a field of any direction, the same argument gives \(\mathbf s=\tau\boldsymbol\Omega\times\bar{\mathbf S}\). The double cross product then yields

\[
\frac{d\bar S_i}{dt}=-\sum_j\Gamma_{ij}\bar S_j,\qquad
\Gamma_{ij}=\tau\left(\langle\Omega^2\rangle\delta_{ij}-\langle\Omega_i\Omega_j\rangle\right).
\]

For the (001) well, \(\Gamma_{ZZ}=(4\gamma^2\tau/\hbar^2)\langle\kappa^2\rangle\). Writing \(q=\langle k_z^2\rangle\),

\[
\kappa^2=q^2k^2-4q\,k_x^2k_y^2+k^2k_x^2k_y^2 .
\]

With \(\langle k_x^2k_y^2\rangle=k^4/8\), this becomes

\[
\Gamma_{ZZ}^{(001)}=\frac{4\gamma^2k^2\tau}{\hbar^2}\left[\left(q-\frac{k^2}{4}\right)^2+\frac{k^4}{16}\right].
\]

## Numbers for a model well

Take round parameters: width \(L=10\) nm, barrier 0.25 eV, mass \(0.07\,m_0\), \(\gamma=0.020\) eV nm³, density \(4\times10^{11}\) cm⁻², mobility \(10^4\) cm²/Vs and temperature 20 K. Scattering is taken as isotropic, so \(\tau=m\mu/e=0.398\) ps for every harmonic. The Fermi wave number is \(k=\sqrt{2\pi n}=0.1585\) nm⁻¹.

Inside the well \(\varphi=A\cos k_0Z\); outside it decays at the rate \(\kappa_b\). Matching gives \(k_0\tan(k_0L/2)=\kappa_b\), hence \(c^2\equiv\cos^2(k_0L/2)=k_0^2/(k_0^2+\kappa_b^2)\). Normalization then reads

\[
1=A^2\left[\frac L2+\frac{\kappa_bc^2}{k_0^2}+\frac{c^2}{\kappa_b}\right]=A^2\left[\frac L2+\frac1{\kappa_b}\right].
\]

In \(\int\varphi'^2dZ\) the interior contributes \(A^2(k_0^2L/2-\kappa_bc^2)\) and the barriers \(A^2\kappa_bc^2\), so

\[
\langle k_Z^2\rangle=\frac{k_0^2L}{L+2/\kappa_b}.
\]

With \(k_0=0.2413\) nm⁻¹ and \(\kappa_b=0.6333\) nm⁻¹ this is 0.0443 nm⁻². A plane-wave diagonalization gives the same value to the digits shown. Then, with \(\hbar=6.582\times10^{-4}\) eV ps,

\[
\Omega_1=\frac{0.020\times0.1585\times(0.0443-0.0063)}{6.582\times10^{-4}}=0.183\ \text{ps}^{-1},
\]

and \(\Omega_3=-0.091\) ps⁻¹. Since \(\Omega_1\tau=0.073\), motional narrowing applies:

\[
\frac1{T_{\rm in\text{-}plane}}=\frac{0.398}{2}\left(0.183^2+0.091^2\right)=0.0083\ \text{ps}^{-1},
\]

or \(T_{\rm in\text{-}plane}=120\) ps. Solving the angular kinetic equation numerically also gives 120 ps.

The mirror argument was tested by diagonalizing the Hamiltonian with many subbands and both spins, at 0.6 rad from \(X\). The splitting is \(1.130\times10^{-4}\) eV, in agreement with the projected formula, and the spin deviates from \(Z\) by \(2\times10^{-11}\) rad, which is numerical rounding. Adding a field of 0.01 MV/cm, still without a Rashba term, raises the deviation to \(1.3\times10^{-4}\) rad: a small higher-order effect of lost symmetry. This value is for a field applied inside the well only; a potential continued smoothly into the barriers gives \(1.2\times10^{-4}\) rad.

At the same width, density and mobility, the (001) formula gives an \(S_Z\) lifetime of 18 ps. After 1 ns practically no polarization remains there, whereas the symmetric (110) model retains all of it.

## What ends the protection

Suppose unequal doping leaves a field \(F=0.01\) MV/cm across the well. It adds \(\alpha(\sigma_Xk_Y-\sigma_Yk_X)\), with \(\alpha\) roughly \(0.05\ \text{nm}^2\times eF=5\times10^{-5}\) eV nm. Defining \(a=2\alpha k/\hbar\), the total field is

\[
\boldsymbol\Omega=(a\sin\theta,\,-a\cos\theta,\,\Omega_1\cos\theta+\Omega_3\cos3\theta).
\]

The rate tensor gives

\[
\Gamma_{ZZ}=a^2\tau,\quad \Gamma_{YZ}=\frac{a\Omega_1\tau}{2},\quad
\Gamma_{YY}=\frac\tau2\left(a^2+\Omega_1^2+\Omega_3^2\right),
\]

while \(X\) decouples. The inverse of \(\Gamma_{ZZ}\) is 4330 ps, but this is not the long-time lifetime. For small \(a\), \(S_Y\) relaxes quickly and settles at \(S_Y=-(\Gamma_{YZ}/\Gamma_{YY})S_Z\). Substitution into the equation for \(S_Z\) gives

\[
\frac1{T_{\rm long}}\simeq\Gamma_{ZZ}-\frac{\Gamma_{YZ}^2}{\Gamma_{YY}}
=a^2\tau\left[1-\frac{\Omega_1^2}{2(a^2+\Omega_1^2+\Omega_3^2)}\right].
\]

Physically, the Rashba field tilts the slow axis away from \(Z\), and spin along the tilted axis lasts longer. If \(\Omega_1\) dominates, the bracket is near \(1/2\); here \(\Omega_3\) raises it to about 0.60. The formula gives 7200 ps and the kinetic equation 7300 ps, about 7 ns. After 1 ns, 86% of the initial \(S_Z\) remains. While the Rashba field stays weak, this lifetime scales as \(1/F^2\) at fixed \(\tau\), so doubling the residual field cuts it roughly fourfold.

Two other channels can be sized by order of magnitude:

- **Subband mixing.** At the test direction above, the dressed states contain the opposite spin with weight \(w=6.4\times10^{-6}\). An off-centre scatterer breaks the mirror symmetry and can flip the spin. If it coupled subbands as strongly as it scatters within one, and the mixing amplitudes of the initial and final states added, the flip probability per collision would be \(4w\). Each flip reverses \(S_Z\), so the decay rate would be \(8w/\tau\), a lifetime near 8 ns. This is a pessimistic bound. Time reversal makes the two amplitudes subtract, so the largest part of the mixing, which comes from \(k_Z^3\) and does not depend on the in-plane wave vector, cancels. The actual lifetime from this channel is therefore longer than 8 ns, by an amount that depends on where the scatterers sit: for short-range scatterers it is about 260 ns if they are spread through the well and about 35 ns if they lie at the interface. The Rashba field remains the leading limit of the two.
- **Elliott-Yafet scattering.** The spin-orbit part of a scattering potential has relative flip amplitude of order \(\lambda k\sqrt{\langle k_Z^2\rangle}\), with \(\lambda\) about 0.05 nm². Twice its square divided by \(\tau\) gives a lifetime near 70 ns. This size holds for scatterers inside the well. For a short-range scatterer at \(Z_0\) the relative amplitude is \(\lambda|\mathbf k+\mathbf k'|\,|\varphi'/\varphi|_{Z_0}\). At the interface \(|\varphi'/\varphi|=\kappa_b\), so the rate becomes \(4\lambda^2k^2\kappa_b^2/\tau\). With the same \(\lambda\) this is a lifetime near 4 ns, so where interface scattering sets the mobility this channel can rival the Rashba field.

Smaller corrections leave the picture unchanged. Thermal spread raises the in-plane rate by 2% if \(\tau\) does not depend on energy, the second subband is practically empty, and the electron energy is about 3% of the band gap, so nonparabolicity changes the mass by roughly 6%.

## Beside real wells

The parameters lie roughly in the regime of GaAs/AlGaAs wells, where (110) growth is indeed known to give longer growth-axis spin lifetimes than comparable (001) growth. Two inputs need care. Quoted values of \(\gamma\) differ by factors of a few; halving it would lengthen the in-plane lifetime fourfold, to about 480 ps. The mobility is low for a good modulation-doped well at 20 K. At \(10^5\) cm²/Vs, the mobility time alone would give \(\Omega_1\tau\) of about 0.7, too large for the in-plane formula to be reliable, though \(S_Z\) would still be conserved in the symmetric model. Electron-electron collisions are left out here. They barely affect the mobility but also randomize the precession, so they shorten the effective \(\tau\) and, under motional narrowing, lengthen the D'yakonov-Perel lifetimes given above.

Perfect symmetry is an assumption that a real device can easily break: the field assumed above, which corresponds to a donor imbalance of about a third of the electron density, turns an unlimited D'yakonov-Perel lifetime into about 7 ns at the model mobility of \(10^4\) cm²/Vs, and into about 1 ns at \(10^5\) cm²/Vs if the mobility time alone is used. Spatially fluctuating dopant fields, exchange with optically created holes and nuclear spins are left out, and can shorten the lifetime further. Balanced doping therefore helps as long as the Rashba field is the leading limit; beyond that point, the remaining channels set the lifetime. The full set of values is in the numerical output below.

## Numbers as computed

```
well width: 10 nm
barrier height: 0.25 eV
effective mass: 0.07 m0
Dresselhaus constant gamma: 0.02 eV nm^3
electron density: 4e+11 cm^-2
mobility: 1e+04 cm^2/Vs
temperature: 20 K
scattering time tau: 0.398 ps
Fermi wave number: 0.1585 nm^-1
Fermi energy: 0.01368 eV
wave number k0 inside the well: 0.2413 nm^-1
barrier decay constant: 0.6333 nm^-1
lowest subband energy: 0.0317 eV
subband spacing E2-E1: 0.09037 eV
<kZ^2>, plane waves: 0.044266 nm^-2
<kZ^2>, finite-well formula: 0.044266 nm^-2
<kZ^2> shift, larger cell and cutoff: 2.9e-07 nm^-2
first harmonic of Omega_Z: 0.183 ps^-1
third harmonic of Omega_Z: -0.0908 ps^-1
first harmonic times tau: 0.07282
test direction of k from X: 0.6 rad
spin splitting there, full Hamiltonian: 0.00011297 eV
spin splitting there, projected formula: 0.00011297 eV
spin tilt from Z, symmetric well: 2.4e-11 rad
spin tilt from Z, biased well, no Rashba term: 0.00013 rad
in-plane spin lifetime (110), formula: 120.4 ps
in-plane spin lifetime (110), kinetic equation: 120.2 ps
S_Z lifetime (001), formula: 18.26 ps
S_Z lifetime (001), kinetic equation: 17.88 ps
S_Z left after 1 ns, symmetric (110): 1
S_Z left after 1 ns, biased (110): 0.8619
S_Z left after 1 ns, (001): 5.2e-25
residual field: 0.01 MV/cm
Rashba coefficient alpha/(eF), rough: 0.05 nm^2
Rashba constant alpha: 5e-05 eV nm
1/Gamma_ZZ from Rashba: 4331 ps
long-time S_Z lifetime, coupled-rate formula: 7171 ps
long-time S_Z lifetime, kinetic equation: 7272 ps
relative change of <kZ^2> by residual field: 0.0014
opposite-spin weight by subband mixing: 6.4e-06
S_Z lifetime, subband mixing estimate: 8e+03 ps
S_Z lifetime, Elliott-Yafet estimate: 7e+04 ps
thermal energy kT: 0.001723 eV
thermal in-plane rate / rate at Fermi energy: 1.019
fraction of electrons in second subband: 6e-21
probability in the barriers: 0.0304
band gap for nonparabolicity, rough: 1.5 eV
nonparabolicity (E1+EF)/gap: 0.03
```
